\section*{Ewald Potential of a Periodic Point Charge in an Anisotropic Dielectric}

A charged defect in a periodic supercell interacts with its own images. If the host is an insulator, the interaction is screened, and in a layered or low-symmetry crystal the screening depends on direction. This problem finds the potential needed to remove that interaction.

A point charge $q$ sits at every lattice vector $\mathbf R$ of a cell of volume $\Omega$. A uniform background of density $-q/\Omega$ makes the cell neutral. The medium is homogeneous, linear and local, with a real, symmetric, positive definite relative permittivity tensor $\boldsymbol\varepsilon$. SI equations are used. Reciprocal vectors $\mathbf G$ satisfy $\mathbf G\cdot\mathbf R=2\pi\times$ integer.

\section*{(a) The Fourier series}

\textbf{Question.} Find the Fourier coefficients of the potential $V(\mathbf r)$. What does neutrality do, and what remains to be chosen?

\textbf{Solution.} The displacement is $\mathbf D=-\varepsilon_0\boldsymbol\varepsilon\nabla V$, so $\nabla\cdot\mathbf D=\rho$ gives
\begin{equation}
\nabla\cdot(\boldsymbol\varepsilon\nabla V)=-\frac{\rho}{\varepsilon_0},\qquad
\rho(\mathbf r)=q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac q\Omega .
\end{equation}
Write $V=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Each gradient brings down $i\mathbf G$, so the left side has coefficients $-g\,V_{\mathbf G}$, with $g=\mathbf G\cdot\boldsymbol\varepsilon\cdot\mathbf G$. The charge density has $\rho_{\mathbf G}=q/\Omega$ for $\mathbf G\neq0$ and $\rho_0=0$. Hence
\begin{equation}
V_{\mathbf G}=\frac{q}{\varepsilon_0\Omega\,g}\qquad(\mathbf G\ne0).
\end{equation}
At $\mathbf G=0$ the equation reads $0=\rho_0$. Without the background it would have no periodic solution; with it, $V_0$ is free. We choose $V_0=0$, so the cell average of $V$ vanishes.

The terms fall only as $1/G^2$, too slowly for absolute convergence in three dimensions. The series is therefore defined with a factor $e^{-\delta g}$, which spreads each charge into a narrow Gaussian, followed by $\delta\to0^+$ at a point away from the charges.

\section*{(b) One charge alone}

\textbf{Question.} Transform the Gaussian $e^{-s\,\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}$ to real space. Use it to find the potential of one isolated charge. Which permittivities screen it along a principal axis?

\textbf{Solution.} Let $\mathbf k=\boldsymbol\varepsilon^{-1/2}\mathbf p$. Then $\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k=p^2$, the volume element is $d^3k=d^3p/\sqrt{\det\boldsymbol\varepsilon}$, and $\mathbf k\cdot\mathbf x=\mathbf p\cdot\mathbf y$ with $\mathbf y=\boldsymbol\varepsilon^{-1/2}\mathbf x$. The integral factorizes into three of the form
\begin{equation}
\int_{-\infty}^{\infty}\frac{dp}{2\pi}e^{ipy-sp^2}=\frac{e^{-y^2/4s}}{\sqrt{4\pi s}},
\end{equation}
found by completing the square. Since $|\mathbf y|^2=\mathbf x\cdot\boldsymbol\varepsilon^{-1}\cdot\mathbf x$,
\begin{equation}
\int\!\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf x-s\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k}
=\frac{e^{-d^2/4s}}{(4\pi s)^{3/2}\sqrt{\det\boldsymbol\varepsilon}},\qquad
d=\sqrt{\mathbf x\cdot\boldsymbol\varepsilon^{-1}\cdot\mathbf x}.
\label{gauss}
\end{equation}
The inverse tensor comes from the exponent, the determinant from the Jacobian.

We now need the integral over $s$ up to a limit $S$. Put $t=d/(2\sqrt s)$, so that $s=d^2/4t^2$, $ds=-d^2dt/(2t^3)$ and $(4\pi s)^{-3/2}=t^3/(\pi^{3/2}d^3)$. Then
\begin{equation}
\int_0^S\!\frac{e^{-d^2/4s}}{(4\pi s)^{3/2}}ds
=\frac{1}{2\pi^{3/2}d}\int_{d/2\sqrt S}^{\infty}\!e^{-t^2}dt
=\frac{1}{4\pi d}\,\mathrm{erfc}\!\left(\frac{d}{2\sqrt S}\right).
\label{sint}
\end{equation}
For an isolated charge the potential in $\mathbf k$ space is $q/(\varepsilon_0\,\mathbf k\cdot\boldsymbol\varepsilon\cdot\mathbf k)$. Because $1/u=\int_0^\infty e^{-su}ds$, we set $S\to\infty$ and obtain
\begin{equation}
V_{\rm iso}(\mathbf x)=\frac{q}{4\pi\varepsilon_0}\,\frac{1}{\sqrt{\det\boldsymbol\varepsilon}\;d}.
\label{iso}
\end{equation}

Along principal axis 1, $d=x/\sqrt{\varepsilon_1}$ and $\sqrt{\det\boldsymbol\varepsilon}\,d=\sqrt{\varepsilon_2\varepsilon_3}\,x$. The permittivity along the line of sight drops out. To see why, do the Fourier integral in spherical coordinates, $\mathbf k=k\mathbf n$. The factor $k^2$ of the volume element cancels that in the denominator. Pairing $\mathbf n$ with $-\mathbf n$ leaves half the integral of $e^{ik\mathbf n\cdot\mathbf x}$ over all real $k$, which is $\pi\delta(\mathbf n\cdot\mathbf x)$. Therefore
\begin{equation}
V_{\rm iso}(\mathbf x)=\frac{q}{4\pi\varepsilon_0|\mathbf x|}
\left\langle\frac{1}{\mathbf n\cdot\boldsymbol\varepsilon\cdot\mathbf n}\right\rangle_{\mathbf n\perp\mathbf x}.
\end{equation}
The waves that build the potential at $\mathbf x$ have wavevectors perpendicular to $\mathbf x$, and so are screened by the perpendicular permittivities.

\section*{(c) From one Gaussian to a lattice of them}

\textbf{Question.} Express $\Omega^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r-sg}$, with $\mathbf G=0$ included, as a sum over $\mathbf R$.

\textbf{Solution.} Let $h(\mathbf x)$ be the right side of (\ref{gauss}), and form the periodic function $f(\mathbf r)=\sum_{\mathbf R}h(\mathbf r-\mathbf R)$. Its Fourier coefficient is
\begin{equation}
\frac1\Omega\int_{\rm cell}\!f\,e^{-i\mathbf G\cdot\mathbf r}d^3r
=\frac1\Omega\int_{\rm all}\!h(\mathbf x)e^{-i\mathbf G\cdot\mathbf x}d^3x
=\frac{e^{-sg}}{\Omega}.
\end{equation}
The first equality holds because $e^{-i\mathbf G\cdot\mathbf R}=1$ and the shifted cells fill space; the second inverts (\ref{gauss}). With $d_{\mathbf R}$ the length $d$ for $\mathbf x=\mathbf r-\mathbf R$,
\begin{equation}
\frac1\Omega\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r-sg}
=\frac{1}{(4\pi s)^{3/2}\sqrt{\det\boldsymbol\varepsilon}}\sum_{\mathbf R}e^{-d_{\mathbf R}^2/4s}.
\label{poisson}
\end{equation}

\section*{(d) The complete potential}

\textbf{Question.} Split $1/g$ so that both resulting sums converge fast, and obtain $V$. Show directly that the splitting parameter drops out.

\textbf{Solution.} Choose $\gamma>0$ and $S=1/4\gamma^2$. For $\mathbf G\ne0$ and $\delta<S$,
\begin{equation}
\frac{e^{-\delta g}}{g}=\frac{e^{-Sg}}{g}+\int_\delta^S e^{-sg}ds .
\end{equation}
The first term gives a rapidly convergent reciprocal sum. In the second, the sum over $\mathbf G\neq0$ is the full sum minus its $\mathbf G=0$ term, which equals $1/\Omega$ for every $s$. Using (\ref{poisson}), then (\ref{sint}) as $\delta\to0$,
\begin{align}
\int_0^S\!ds\,\frac1\Omega\sum_{\mathbf G\ne0}e^{i\mathbf G\cdot\mathbf r-sg}
&=\int_0^S\!ds\left[\sum_{\mathbf R}\frac{e^{-d_{\mathbf R}^2/4s}}{(4\pi s)^{3/2}\sqrt{\det\boldsymbol\varepsilon}}-\frac1\Omega\right]\nonumber\\
&=\sum_{\mathbf R}\frac{\mathrm{erfc}(\gamma d_{\mathbf R})}{4\pi\sqrt{\det\boldsymbol\varepsilon}\,d_{\mathbf R}}-\frac{1}{4\gamma^2\Omega}.
\end{align}
Multiplying by $q/\varepsilon_0$ and taking out $q/4\pi\varepsilon_0$ gives
\begin{align}
V(\mathbf r)=\frac{q}{4\pi\varepsilon_0}\Bigg[&\sum_{\mathbf R}\frac{\mathrm{erfc}(\gamma d_{\mathbf R})}{\sqrt{\det\boldsymbol\varepsilon}\,d_{\mathbf R}}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-g/4\gamma^2}}{g}\cos(\mathbf G\cdot\mathbf r)
-\frac{\pi}{\Omega\gamma^2}\Bigg].
\label{ewald}
\end{align}
The sine terms cancel between $\mathbf G$ and $-\mathbf G$.

Now differentiate the bracket with respect to $\gamma$. The real-space sum gives $-(2/\sqrt\pi)\sum_{\mathbf R}e^{-\gamma^2d_{\mathbf R}^2}/\sqrt{\det\boldsymbol\varepsilon}$. The other two terms combine, the constant supplying the missing $\mathbf G=0$ term:
\begin{equation}
\frac{2\pi}{\gamma^3\Omega}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r-g/4\gamma^2}
=\frac{2\pi}{\gamma^3}\,\frac{\gamma^3}{\pi^{3/2}}\sum_{\mathbf R}\frac{e^{-\gamma^2d_{\mathbf R}^2}}{\sqrt{\det\boldsymbol\varepsilon}},
\end{equation}
by (\ref{poisson}) at $s=1/4\gamma^2$. The total is zero. The cancellation needs both the determinant and the inverse tensor, so varying $\gamma$ is a sensitive check on an implementation.

A numerical test used lattice vectors $(1,0,0)$, $(0.2,1.1,0)$, $(-0.15,0.25,0.95)$ nm and
\begin{equation}
\boldsymbol\varepsilon=\begin{pmatrix}6&1.2&-0.8\\1.2&4&0.7\\-0.8&0.7&3\end{pmatrix}.
\end{equation}
At fractional coordinates $(0.45,0.1,0.4)$, equation (\ref{ewald}) gives $-0.112286$ nm$^{-1}$ in units of $q/4\pi\varepsilon_0$. The defining Fourier series, regularized by $e^{-\eta G^2}$ and extrapolated to $\eta=0$, gives the same digits. When $\gamma$ is doubled, from 0.7 to 1.4 times a reference value, the result moves at rounding level. Leaving out the determinant makes it vary by 2.5 nm$^{-1}$; using $\boldsymbol\varepsilon$ for $\boldsymbol\varepsilon^{-1}$ in $d_{\mathbf R}$, by 0.37 nm$^{-1}$.

A suitable $\gamma$ follows from the scaled coordinates $\mathbf y$, in which the cell has volume $\Omega/\sqrt{\det\boldsymbol\varepsilon}=\ell^3$. For a roughly cubic scaled cell the leading exponentials are $e^{-\gamma^2\ell^2}$ and $e^{-\pi^2/\gamma^2\ell^2}$. They are equal at $\gamma=\sqrt\pi/\ell$, the reference value just used.

\section*{(e) At the charge itself}

\textbf{Question.} Find the potential that the images and background produce at $\mathbf r=0$. Check the isotropic limit.

\textbf{Solution.} Subtract (\ref{iso}), the potential of the same charge alone in the same medium, from the $\mathbf R=0$ term. Since $\mathrm{erf}(u)=2u/\sqrt\pi+O(u^3)$,
\begin{equation}
\frac{\mathrm{erfc}(\gamma d)-1}{\sqrt{\det\boldsymbol\varepsilon}\,d}
=-\frac{\mathrm{erf}(\gamma d)}{\sqrt{\det\boldsymbol\varepsilon}\,d}\;\longrightarrow\;-\frac{2\gamma}{\sqrt{\pi\det\boldsymbol\varepsilon}} .
\end{equation}
Thus
\begin{align}
V_{\rm site}=\frac{q}{4\pi\varepsilon_0}\Bigg[&\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\gamma d_{\mathbf R})}{\sqrt{\det\boldsymbol\varepsilon}\,d_{\mathbf R}}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-g/4\gamma^2}}{g}
-\frac{\pi}{\Omega\gamma^2}-\frac{2\gamma}{\sqrt{\pi\det\boldsymbol\varepsilon}}\Bigg],
\label{site}
\end{align}
where now $d_{\mathbf R}=\sqrt{\mathbf R\cdot\boldsymbol\varepsilon^{-1}\cdot\mathbf R}$.

For $\boldsymbol\varepsilon=\varepsilon\mathbf 1$ we have $\sqrt{\det\boldsymbol\varepsilon}\,d=\varepsilon r$. Put $\gamma=\sqrt\varepsilon\,\alpha$. Then $\gamma d=\alpha r$, $g/4\gamma^2=G^2/4\alpha^2$, and the last two terms become $-\pi/(\varepsilon\Omega\alpha^2)$ and $-2\alpha/(\varepsilon\sqrt\pi)$. Every term is the vacuum one divided by $\varepsilon$. For a cube of edge $L$ in vacuum the bracket evaluates to $-2.8373/L$.

\section*{(f) The supercell correction}

\textbf{Question.} What energy must be added to a supercell formation energy to remove the image interaction? How does it depend on cell size and shape?

\textbf{Solution.} In a linear medium the electrostatic energy per cell is $\frac12\int_{\rm cell}\rho V\,d^3r$. The background contributes $-(q/2\Omega)\int_{\rm cell}V\,d^3r=0$, because $V$ averages to zero. The point charge contributes $\frac12qV$ at its site. Removing the self-energy of the isolated charge leaves
\begin{equation}
E_{\rm image}=\tfrac12qV_{\rm site},\qquad E_{\rm corr}=-\tfrac12qV_{\rm site}.
\end{equation}
The second is added to the formation energy. Aligning the short-range defect potential with that of the bulk is a separate term, not included here.

If all lengths grow by $\lambda$ and $\gamma$ is replaced by $\gamma/\lambda$, every term of (\ref{site}) falls by $1/\lambda$. At fixed shape, then, $E_{\rm corr}\propto q^2/\lambda$.

Shape can change the sign. Take a uniaxial medium with permittivities $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ along $z$, and a cell of base area $A$ and height $C$ along $z$. The planar average $\bar V$ obeys $\varepsilon_\perp\bar V''=q/(\varepsilon_0AC)$ between charged planes. The solution symmetric about $z=C/2$ with zero average is
\begin{equation}
\bar V(z)=\frac{q}{2\varepsilon_0\varepsilon_\perp AC}\left(z^2-Cz+\frac{C^2}{6}\right),\qquad
\bar V(0)=\frac{qC}{12\varepsilon_0\varepsilon_\perp A}.
\label{sheet}
\end{equation}
A component with in-plane wavevector $K\neq0$ decays from each plane as $e^{-\kappa|z|}$, with $\kappa=K\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. Once $\kappa C\gg1$, such components no longer feel the repeated planes, and their contribution to $V_{\rm site}$ is independent of $C$. The term $\bar V(0)$ keeps growing, so at fixed $A$ a sufficiently tall cell has a negative $E_{\rm corr}$.

\section*{(g) A charged defect in a layered insulator}

\textbf{Question.} Evaluate the correction for a charge $+e$ in a $5\times5\times2$ supercell of hexagonal boron nitride. Take the rough typical values $a=0.25$ nm, $c=0.67$ nm, and static permittivities 7 in the plane and 3.5 along $c$. What do the cell shape and an isotropic average do?

\textbf{Solution.} The edges are 1.25, 1.25 and 1.34 nm, and $\Omega=1.8132$ nm$^3$. The determinant is $7\times7\times3.5=171.5$, with square root 13.096. By part (b), an isolated charge is screened by 7.0 along $c$ and by $\sqrt{7\times3.5}=4.95$ in the plane. With $\gamma=3.4261$ nm$^{-1}$ the four terms of (\ref{site}) give
\begin{equation}
0.02159+0.03655-0.14760-0.29521=-0.38467\ \mathrm{nm}^{-1}.
\end{equation}
Since $e/4\pi\varepsilon_0=1.43997$ V\,nm, $V_{\rm site}=-0.5539$ V and
\begin{equation}
E_{\rm corr}=-\tfrac12(-0.5539)\ \mathrm{eV}=0.277\ \mathrm{eV}.
\end{equation}
A Fourier sum minus the Fourier integral for the isolated charge gives the same value. Keeping only the sites with $\gamma d\le3.5$ and the reciprocal vectors with $\sqrt g/2\gamma\le3.5$, instead of 6, shifts it by about $1\times10^{-7}$ eV. A charge $2e$ would need four times the correction.

Doubling all edges halves it to 0.138 eV. Tripling only the height, to $5\times5\times6$, gives $-0.150$ eV. Equation (\ref{sheet}) accounts for the change. Here $A=1.8132/1.34=1.353$ nm$^2$ and the height grows by 2.68 nm, so
\begin{equation}
\Delta E_{\rm corr}=-\frac12\times1.440\times\frac{\pi\times2.68}{3\times3.5\times1.353}\ \mathrm{eV}=-0.427\ \mathrm{eV},
\end{equation}
which is the difference between the two computed values. Lengthening the cell in one direction alone thus does not make the correction tend to zero; enlarging it in all three at fixed shape does.

The potential is $+0.10$ V halfway along an in-plane edge and $-0.20$ V halfway along $c$. In this cell, ``far from the defect'' does not mean zero potential; an alignment must subtract $V(\mathbf r)$ at the point where the potentials are compared.

For the original cell, replacing the tensor by its arithmetic mean, 5.83, gives 0.288 eV, which is 4\% above the tensor result. The geometric mean, 5.56, gives 0.302 eV, 9\% above it.

\section*{(h) How far the model can be trusted}

\textbf{Question.} Estimate the effects of the permittivity chosen, the spread of the charge, short-wavelength screening, strong fields and nearby electrodes.

\textbf{Solution.} The largest supercell effect among those estimated is the response of the ions. If they are held fixed, the electronic tensor applies. With rough values 5 and 3, the correction is 0.378 eV, or 0.10 eV above the static result. The tensor must match the calculation: static if the ions relax, electronic if they do not. Raising the static out-of-plane value by 10\%, as might follow from temperature or sample quality, lowers the correction by 3.4 meV.

A Gaussian defect charge of width 0.1 nm lowers it by 6.2 meV. Letting the susceptibility fall as $e^{-\lambda^2k^2}$, with $\lambda=0.1$ nm, then raises it by 6.2 meV. The opposite signs can be seen in an isotropic medium, where the smeared interaction at small $k$ is
\begin{equation}
\frac{e^{-\sigma^2k^2}}{k^2[1+(\varepsilon-1)e^{-\lambda^2k^2}]}
\simeq\frac{1}{\varepsilon k^2}-\frac{\sigma^2}{\varepsilon}+\frac{(\varepsilon-1)\lambda^2}{\varepsilon^2}.
\end{equation}
The periodic sum omits $\mathbf G=0$, whereas the isolated integral includes $\mathbf k=0$. A constant $b$ in this interaction would give only delta functions at the lattice sites if $\mathbf G=0$ were kept, and the one at $\mathbf R=0$ is removed with the isolated charge. What remains is the missing $\mathbf G=0$ term, which shifts $V_{\rm site}$ by $-qb/(\varepsilon_0\Omega)$ and the correction by $+q^2b/(2\varepsilon_0\Omega)$. In an isotropic medium the first constant therefore lowers the correction and the second raises it. In an anisotropic medium the corresponding term depends on the direction of $\mathbf k$, and the signs can change with the cell shape: in the $5\times5\times6$ cell the same two shifts are $+3.3$ and $-0.6$ meV. Their near cancellation in the original cell belongs to the chosen lengths and shape. In the original cell each shift grows roughly as the square of its length up to 0.2 nm; a charge width of 0.2 nm lowers the correction there by 26 meV.

The isolated charge's in-plane field is 47 MV/cm at 0.25 nm and falls to 10 MV/cm at 0.54 nm. For comparison, rough breakdown fields of the layered crystal are 3 MV/cm in the plane and 12 MV/cm along $c$. The isolated field stays above the in-plane value out to about 1 nm, beyond half the cell edge (0.625 nm), and above the value along $c$ out to about 0.4 nm. Breakdown of a sample is not a direct measure of nonlinear polarization, but fields this strong make linear response doubtful near the defect, and this comparison does not show that the doubtful region is small against the cell. The resulting change in the correction has not been computed.

Boron nitride films are used in resistive-switching devices, and the parameters above are ordinary for the bulk crystal. A device film a few nanometres thick breaks the assumption of an infinite homogeneous medium, because its electrodes screen the charge. For one ideal metal plane parallel to the layers, at distance $z$, the image charge $-e$ lies $2z$ away along $c$, where the effective permittivity is 7. The energy is $-\frac12(1.440\ \mathrm{eV\,nm})/(7\times2z)$, or about $-0.05$ eV at $z=1$ nm. A second grounded plane 1 nm away on the other side makes it about $-0.07$ eV. This is a real shift of the defect energy in the device, to be added after the artificial supercell interaction has been removed. The remaining computed values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
TRICLINIC TEST CELL (potentials in units q/(4 pi eps0))
det eps: 60.8360
V at centre: Ewald -0.210709, Fourier -0.210709 1/nm
V at second point: Ewald -0.112286, Fourier -0.112286 1/nm
V at charge: Ewald -0.696773, Fourier -0.696773 1/nm
gamma spread (0.7 to 1.4), correct: 1.2e-16 1/nm
gamma spread, determinant missing: 2.5068 1/nm
gamma spread, eps for inverse: 0.3687 1/nm
cubic cell, eps=1: site potential times edge: -2.837297
HEXAGONAL BN EXAMPLE, charge +1 e, 5x5x2 cell
a, c: 0.25, 0.67 nm
supercell edges: 1.25, 1.34 nm
volume: 1.8132 nm^3
static eps in, out: 7.0, 3.5
electronic eps in, out: 5.0, 3.0
det eps: 171.50
sqrt(det eps): 13.0958
e/(4 pi eps0): 1.439965 V nm
effective eps, in plane: 4.9497
effective eps, along c: 7.0000
gamma: 3.4261 1/nm; site parts in 1/nm:
  real 0.021591, reciprocal 0.036545
  background -0.147602, self -0.295205
  total -0.384671
gamma: 4.7965 1/nm; site parts in 1/nm:
  real 0.001311, reciprocal 0.102612
  background -0.075307, self -0.413287
  total -0.384671
site potential: -0.55391 V
image energy: -0.27696 eV
correction to add: 0.27696 eV
same from Fourier sum minus integral: 0.27696 eV
largest gamma shift: 5.6e-17 eV
shift, cutoff parameter 3.5 to 6: 1.2e-08 eV
V at half edge in plane: 0.09976 V
V at half edge along c: -0.20176 V
correction, 10x10x4 cell: 0.13848 eV
correction, 5x5x6 cell: -0.14967 eV
isotropic arithmetic mean eps 5.8333: 0.28754 eV
isotropic geometric mean eps 5.5559: 0.30190 eV
EFFECTS LEFT OUT
correction with frozen ions: 0.37766 eV
shift, out-of-plane eps +10%: -3.44 meV
Gaussian width and screening length: 0.10 nm
shift, Gaussian charge: -6.19 meV
further shift, nonlocal screening: 6.21 meV
isolated field in plane at 0.25 nm: 46.5 MV/cm
radius where it is 10 MV/cm: 0.539 nm
\end{verbatim}
